# Why eight Majorana end modes can be gapped and fewer cannot: a program that tests the result

```python
# Class BDI, Z -> Z8. End modes: p Majoranas a (T a T^-1 = a), q Majoranas b (T b T^-1 = -b),
# nu = p - q, T = U K antiunitary, P = fermion parity. Claims under test:
#  * Hermitian even monomial with p' a's, q' b's is T-even iff p'-q' = 0 mod 4
#  * nu = 2m: T^2 = (-1)^(m(m-1)/2), T P T^-1 = (-1)^m P
#  * level degeneracy 2,2,4,2,4,2,2,1 for nu = 1..8 mod 8 (odd nu: with one far-end mode)
#  * W = -(14 quartics of the group of S1=1234, S2=1256, S3=1357, P) = 1 + P - 16|psi><psi|
#  * cluster H = t K + g (W_a + W_b), K = sum i a b, has a unique ground state whose energy is
#    the lowest root of E^3 + 24 g E^2 - (112 g^2 + 64 t^2) E - 1536 g t^2. Energy unit: J.
import numpy as np
from itertools import combinations
from functools import reduce
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(8)
X = np.array([[0, 1], [1, 0]], complex)
Y = np.array([[0, -1j], [1j, 0]])
Z = np.diag([1, -1]).astype(complex)
dag = lambda m: m.conj().T
prod = lambda ms: reduce(np.matmul, ms)
close = lambda x, y: np.allclose(x, y, atol=1e-9)
gauss = lambda d: rng.normal(size=(d, d)) + 1j * rng.normal(size=(d, d))

def majoranas(n, scramble=False):
    m = n // 2
    gam = [reduce(np.kron, [Z] * j + [s] + [np.eye(2)] * (m - j - 1))
           for j in range(m) for s in (X, Y)]
    if scramble:  # random basis, so no gamma matrix is real or imaginary
        q, _ = np.linalg.qr(gauss(2 ** m))
        gam = [q @ x @ dag(q) for x in gam]
    return gam

def solve_U(gam, eps):  # project a random matrix on the solutions of U g* = eps g U
    u = gauss(len(gam[0]))
    for x, e in zip(gam, eps):
        u = (u + e * x @ u @ x.conj()) / 2
    u = u / np.sqrt(np.trace(u @ dag(u)).real / len(u))
    assert close(u @ dag(u), np.eye(len(u)))
    return u

def level_sizes(h):
    ev = np.linalg.eigvalsh(h)
    cuts = np.r_[0, np.nonzero(np.diff(ev) > 1e-8)[0] + 1, len(ev)]
    return np.diff(cuts)

def end_problem(p, q, far_sign=-1):
    odd = (p + q) % 2
    gam = majoranas(p + q + odd, True)
    eps = [1] * p + [-1] * q + [far_sign] * odd
    u = solve_U(gam, eps)
    d = len(u)
    assert abs(abs(np.trace(dag(u) @ solve_U(gam, eps))) - d) < 1e-7  # unique up to phase
    par = 1j ** (len(gam) // 2) * prod(gam)
    t2 = np.trace(u @ u.conj()).real / d
    tp = np.trace(par @ u @ par.conj() @ dag(u)).real / d
    m = sum(eps) // 2
    assert abs(t2 - (-1.0) ** (m * (m - 1) // 2)) < 1e-9 and abs(tp - (-1.0) ** m) < 1e-9
    h = gauss(d); h = h + dag(h)
    h = (h + par @ h @ par) / 2
    if odd:
        h = (h + gam[-1] @ h @ gam[-1]) / 2
    h = (h + u @ h.conj() @ dag(u)) / 2  # generic symmetric Hamiltonian, all orders
    if odd:
        zero = prod(gam[:-1])
        assert close(zero @ h, h @ zero) and close(zero @ par, -par @ zero)
    sizes = level_sizes(h)
    nu = (p - q) % 8
    want = (2 if nu in (1, 7) else 4) if odd else (1 if nu == 0 else 2)
    assert sizes.min() == sizes.max() == want
    return int(round(t2)), int(round(tp)), int(sizes[0])

# selection rule, all even monomials of 5 a's and 3 b's
gam = majoranas(8, True); u = solve_U(gam, [1] * 5 + [-1] * 3)
for k in (2, 4, 6, 8):
    for c in combinations(range(8), k):
        mono = 1j ** (k * (k - 1) // 2) * prod([gam[i] for i in c])
        nb = sum(i >= 5 for i in c)
        sign = 1 if (k - 2 * nb) % 4 == 0 else -1
        assert close(mono, dag(mono)) and close(u @ mono.conj() @ dag(u), sign * mono)
gam = majoranas(10)
free = sum(rng.normal() * 1j * gam[i] @ gam[9] for i in range(9))
assert level_sizes(free)[0] == 2 ** ((9 - 1) // 2)
print("free end p=9 q=1: ground degeneracy =", level_sizes(free)[0])

res = {n: end_problem(n, 0) for n in range(1, 17)}
print("even nu      :", list(range(2, 17, 2)))
print("T^2          :", [res[n][0] for n in range(2, 17, 2)])
print("sign TPT^-1/P:", [res[n][1] for n in range(2, 17, 2)])
print("degeneracy nu=1..8 :", [res[n][2] for n in range(1, 9)])
print("degeneracy nu=9..16:", [res[n][2] for n in range(9, 17)])
for pairs in (1, 2):
    print("nu=0..8 with", pairs, "extra pair(s):",
          [end_problem(n + pairs, pairs)[2] for n in range(9)])
print("nu=-1..-8 with 1 extra pair:", [end_problem(1, n + 1)[2] for n in range(1, 9)])
print("T^2 for nu=3 (far mode T-even), nu=5 (T-odd):",
      end_problem(3, 0, 1)[0], end_problem(5, 0, -1)[0])

# the quartic term
supports = [(0, 1, 2, 3), (0, 1, 4, 5), (0, 2, 4, 6), tuple(range(8))]
gens = lambda g: [prod([g[i] for i in c]) for c in supports]
gam = majoranas(8, True); one = np.eye(16); S = gens(gam); P = S[3]
group = [prod([one] + [S[k] for k in range(4) if b >> k & 1]) for b in range(16)]
terms = {}
for c in combinations(range(8), 4):
    mono = prod([gam[i] for i in c])
    coef = sum(np.trace(dag(mono) @ e) for e in group) / 16
    if abs(coef) > 1e-9:
        assert abs(abs(coef.real) - 1) < 1e-9 and abs(coef.imag) < 1e-9
        terms[c] = -int(round(coef.real))
planes = {tuple(x for x in range(8) if bin(x & n).count("1") % 2 == b)
          for n in range(1, 8) for b in (0, 1)}
assert set(terms) == planes and len(terms) == 14
build_W = lambda g: sum(s * prod([g[i] for i in c]) for c, s in terms.items())
lab = [("+" if s > 0 else "-") + "".join(str(i + 1) for i in c) for c, s in terms.items()]
print("W =", " ".join(lab[:7])); print("   ", " ".join(lab[7:]))
W = build_W(gam); ev, vec = np.linalg.eigh(W); psi = vec[:, 0]
assert close(ev, [-14] + [0] * 8 + [2] * 7)
assert close(W, one + P - 16 * np.outer(psi, psi.conj()))
u = solve_U(gam, [1] * 8)
assert close(u @ W.conj() @ dag(u), W)
overlap = abs(psi.conj() @ u @ psi.conj()); assert abs(overlap - 1) < 1e-9
vals, mult = np.unique(np.round(ev).astype(int), return_counts=True)
print("W levels (units of g):", vals.tolist(), "multiplicities", mult.tolist())
print(f"W gap = {ev[1]-ev[0]:.6f} g, <P> = {(psi.conj()@P@psi).real:.6f}, |<psi|T psi>| = {overlap:.6f}")
spin = lambda g: [-1j * g[1] @ g[2], -1j * g[2] @ g[0], -1j * g[0] @ g[1]]
sig, tau = spin(gam[:3]), spin(gam[4:7]); A, B = prod(gam[:4]), prod(gam[4:])
heis = sum(x @ y for x, y in zip(sig, tau))
assert close(sig[0] @ sig[1], 1j * sig[2])
assert all(close(u @ x.conj() @ dag(u), -x) for x in sig + tau)
assert close(W, -A - B + (one + A) @ (one + B) @ heis)
print(f"<sigma.tau> in psi = {(psi.conj()@heis@psi).real:.6f}")
comm = [(gam[i] @ gam[j] @ W - W @ gam[i] @ gam[j]).ravel() for i, j in combinations(range(8), 2)]
dim = 28 - np.linalg.matrix_rank(np.array(comm), tol=1e-8); assert dim == 21
print("so(8) generators commuting with W:", dim, "of", len(comm))

# bulk cluster: 8 a's and 8 b's
gam = majoranas(16); a, b = gam[:8], gam[8:]
K = sum(1j * x @ y for x, y in zip(a, b)); Wab = build_W(a) + build_W(b)
u = solve_U(gam, [1] * 8 + [-1] * 8)
assert close(u @ K.conj() @ dag(u), K) and close(u @ Wab.conj() @ dag(u), Wab)
label, V = np.linalg.eigh(sum(2 ** k * (np.eye(256) - s) / 2 for k, s in enumerate(gens(a) + gens(b))))
assert close(label, np.arange(256))
Kb, Wb = dag(V) @ K @ V, dag(V) @ Wab @ V
sa = np.arange(256) % 16; delta = sa ^ (np.arange(256) // 16)
assert close(abs(Kb), (delta[:, None] == delta[None, :]) & ((sa[:, None] ^ sa[None, :]) >= 8))
w = np.array([-14.0] + [2.0] * 7 + [0.0] * 8); r = np.arange(16)
idx = [r + 16 * (r ^ d) for d in range(16)]
blocks = [Kb[np.ix_(i, i)] for i in idx]; pots = [w + w[r ^ d] for d in range(16)]
assert close(Wb, np.diag(np.diag(Wb))) and all(close(np.diag(Wb)[i], v) for i, v in zip(idx, pots))
adj = ((r[:, None] ^ r[None, :]) >= 8).astype(float)
ground = np.linalg.eigh(blocks[0])[1][:, 0]; phase = np.diag(ground / abs(ground))
assert close(dag(phase) @ blocks[0] @ phase, -adj)
cubic = lambda t, g: [1, 24 * g, -(112 * g * g + 64 * t * t), -1536 * g * t * t]
sectors = lambda s: [np.linalg.eigvalsh((1 - s) * k + s * np.diag(v)) for k, v in zip(blocks, pots)]
bounds = lambda s: [np.linalg.eigvalsh(-(1 - s) * adj + s * np.diag(v))[0] for v in pots]
def gap(s):
    e = np.sort(np.concatenate(sectors(s))); return e[1] - e[0]
grid = np.linspace(0, 1, 201)
for s in grid:
    e, lo = sectors(s), bounds(s)
    assert abs(e[0][0] - np.roots(cubic(1 - s, s)).real.min()) < 1e-8
    if 0 < s < 1:
        assert all(e[d][0] >= lo[d] - 1e-9 and lo[d] > e[0][0] + 1e-7 for d in range(1, 16))
print("path t=(1-s) J, g=s J; full 256-state diagonalization")
for s in (0.0, 0.1, 0.2, 0.5, 1.0):
    e = np.linalg.eigvalsh((1 - s) * K + s * Wab)
    assert abs(e[0] - np.roots(cubic(1 - s, s)).real.min()) < 1e-8 and abs(e[1] - e[0] - gap(s)) < 1e-8
    print(f"  s = {s:.1f}: E0 = {e[0]:.6f} J, gap = {e[1]-e[0]:.6f} J")
assert abs(gap(0) - 2) < 1e-9 and abs(gap(1) - 14) < 1e-9
j = int(np.argmin([gap(s) for s in grid]))
best = minimize_scalar(gap, bounds=(grid[max(j - 1, 0)], grid[min(j + 1, 200)]),
                       method="bounded", options={"xatol": 1e-9})
assert best.fun > 0.1
print(f"minimum gap = {best.fun:.5f} J at s = {best.x:.4f}")
s = 0.2; t, g = 1 - s, s
print(f"worked point: t = {t:.1f} J, g = {g:.1f} J")
print(f"  3x3 diagonal {-28*g:.2f}, {4*g:.2f}, 0 J; couplings {-8**.5*t:.6f}, {-56**.5*t:.6f} J")
print("  cubic coefficients (powers of J):", [round(c, 4) for c in cubic(t, g)])
print("  roots (J):", np.round(np.sort(np.roots(cubic(t, g)).real), 6).tolist())
wt = abs(np.linalg.eigh(t * blocks[0] + g * np.diag(pots[0]))[1][:, 0]) ** 2
h3 = np.array([[-28 * g, 0, -8 ** .5 * t], [0, 4 * g, -56 ** .5 * t], [-8 ** .5 * t, -56 ** .5 * t, 0]])
assert close(np.linalg.eigh(h3)[1][:, 0] ** 2, [wt[0], wt[1:8].sum(), wt[8:].sum()])
print(f"  weights on 1, 7, 8 states: {wt[0]:.6f}, {wt[1:8].sum():.6f}, {wt[8:].sum():.6f}")
e, lo = sectors(s), bounds(s)
print(f"  delta=0: lowest {e[0][0]:.6f} J, next {e[0][1]:.6f} J")
print(f"  even delta!=0: lowest {min(x[0] for x in e[1:8]):.6f} J, bound {min(lo[1:8]):.6f} J")
print(f"  odd delta: lowest {min(x[0] for x in e[8:]):.6f} J, bound {min(lo[8:]):.6f} J")
Ptot = prod(gam); bad = build_W(a) + build_W([-b[0]] + b[1:])
def ground_parity(h):
    v = np.linalg.eigh(h)[1][:, 0]; return (v.conj() @ Ptot @ v).real
pars = [ground_parity(h) for h in (K, Wab, bad)]
assert close(pars, [1, 1, -1])
print("ground parity of K, matched W, mismatched W:", np.round(pars, 6).tolist())
print("done: every assertion held")
```

Printed output:

```
free end p=9 q=1: ground degeneracy = 16
even nu      : [2, 4, 6, 8, 10, 12, 14, 16]
T^2          : [1, -1, -1, 1, 1, -1, -1, 1]
sign TPT^-1/P: [-1, 1, -1, 1, -1, 1, -1, 1]
degeneracy nu=1..8 : [2, 2, 4, 2, 4, 2, 2, 1]
degeneracy nu=9..16: [2, 2, 4, 2, 4, 2, 2, 1]
nu=0..8 with 1 extra pair(s): [1, 2, 2, 4, 2, 4, 2, 2, 1]
nu=0..8 with 2 extra pair(s): [1, 2, 2, 4, 2, 4, 2, 2, 1]
nu=-1..-8 with 1 extra pair: [2, 2, 4, 2, 4, 2, 2, 1]
T^2 for nu=3 (far mode T-even), nu=5 (T-odd): -1 -1
W = -1234 -1256 +1278 -1357 -1368 -1458 +1467
    +2358 -2367 -2457 -2468 +3456 -3478 -5678
W levels (units of g): [-14, 0, 2] multiplicities [1, 8, 7]
W gap = 14.000000 g, <P> = 1.000000, |<psi|T psi>| = 1.000000
<sigma.tau> in psi = -3.000000
so(8) generators commuting with W: 21 of 28
path t=(1-s) J, g=s J; full 256-state diagonalization
  s = 0.0: E0 = -8.000000 J, gap = 2.000000 J
  s = 0.1: E0 = -7.314842 J, gap = 1.868533 J
  s = 0.2: E0 = -7.341696 J, gap = 2.278954 J
  s = 0.5: E0 = -14.150560 J, gap = 6.493706 J
  s = 1.0: E0 = -28.000000 J, gap = 14.000000 J
minimum gap = 1.86847 J at s = 0.1017
worked point: t = 0.8 J, g = 0.2 J
  3x3 diagonal -5.60, 0.80, 0 J; couplings -2.262742, -5.986652 J
  cubic coefficients (powers of J): [1, 4.8, -45.44, -196.608]
  roots (J): [-7.341696, -4.05782, 6.599515]
  weights on 1, 7, 8 states: 0.522788, 0.167470, 0.309742
  delta=0: lowest -7.341696 J, next -4.057820 J
  even delta!=0: lowest -4.617601 J, bound -6.595074 J
  odd delta: lowest -5.062742 J, bound -6.662742 J
ground parity of K, matched W, mismatched W: [1.0, 1.0, -1.0]
done: every assertion held
```
